\section*{Conductivity with the Fermi level held at a mobility edge}

\section{Problem}

In a disordered semiconductor the mobility edge $E_c$ separates localized states below it from extended states above it. Treat the electrons as independent and elastically scattered, and let the conductivity contributed at energy $E$ be
\begin{equation}
\sigma(E)=\begin{cases}\sigma_0\left(\dfrac{E-E_c}{E_0}\right)^{s}, & E>E_c,\\[2mm] 0, & E\le E_c ,\end{cases}
\label{eq:edge}
\end{equation}
where $\sigma_0$ is the value reached at the reference energy $E-E_c=E_0$. The parameters $\sigma_0$, $E_0$ and $s>1$ do not depend on temperature. The conductivity at temperature $T$ is the Kubo--Greenwood average
\begin{equation}
\sigma(T)=\int_{-\infty}^{\infty}\sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE,
\qquad f(E)=\frac{1}{e^{(E-\mu)/k_BT}+1}.
\label{eq:kg}
\end{equation}
The Fermi level is pinned: some external means adjusts the carrier density so that $\mu=E_c$ at every temperature.

(a) Find $\sigma(T)$, including its numerical coefficient. (b) Evaluate it at 100~K and 300~K for a film of thickness 100~nm with $s=1.5$, $\sigma_0=100$~S/cm and $E_0=0.1$~eV. (c) What activation energy does an Arrhenius plot show? (d) Which neglected effects matter for these numbers?

\section{A tempting solution}

Only electrons above $E_c$ carry current, and they sit in the upper tail of the Fermi function. It is tempting to replace that tail by the Boltzmann factor. With $x=(E-E_c)/k_BT$ and $\mu=E_c$,
\begin{equation}
f\approx e^{-x},\qquad -\frac{\partial f}{\partial E}\approx\frac{e^{-x}}{k_BT}.
\end{equation}
Since $dE=k_BT\,dx$, the average becomes
\begin{equation}
\sigma(T)\approx\sigma_0\left(\frac{k_BT}{E_0}\right)^{s}\int_0^\infty x^{s}e^{-x}dx
=\sigma_0\left(\frac{k_BT}{E_0}\right)^{s}\Gamma(s+1).
\label{eq:wrong}
\end{equation}
At 300~K, $(k_BT/E_0)^{s}=0.13144$ and $\Gamma(2.5)=1.32934$, so this gives $100\times0.13144\times1.32934=17.5$~S/cm.

\section{Where it fails}

The power of $T$ is right, because it comes from the change of variable alone. The coefficient is wrong. The true thermal weight is
\begin{equation}
-k_BT\frac{\partial f}{\partial E}=\frac{e^{x}}{(e^{x}+1)^2}=\frac{e^{-x}}{(1+e^{-x})^2}.
\label{eq:weight}
\end{equation}
Dropping $e^{-x}$ from the denominator requires $e^{-x}\ll1$. At the edge, $x=0$, the true weight is $1/4$ while the Boltzmann weight is $1$. The current comes from energies within a few $k_BT$ of the edge, where $e^{-x}$ is not negligible against 1, so the error does not disappear on cooling. It is the same fraction at every temperature.

The approximation is sound when the Fermi level lies well below the edge. Let $w=(E_c-\mu)/k_BT$. The weight is then $y/(1+y)^2$ with $y=e^{-(x+w)}\le e^{-w}$, and since $1-2y\le(1+y)^{-2}\le1$, replacing it by $y$ makes a relative error of at most about $2e^{-w}$ for $w\gg1$. Pinning at the edge means $w=0$, where this protection is absent.

\section{Correct solution}

\subsection{Taking out the temperature}

With the full weight (\ref{eq:weight}),
\begin{equation}
\sigma(T)=\sigma_0\left(\frac{k_BT}{E_0}\right)^{s}C(s),\qquad
C(s)=\int_0^\infty x^{s}\frac{e^{x}}{(e^{x}+1)^2}\,dx .
\label{eq:C}
\end{equation}
The integral contains no temperature because $\mu-E_c=0$ introduces no second energy to compare with $k_BT$.

\subsection{Integration by parts}

The weight is $-dF/dx$ with $F(x)=1/(e^{x}+1)$. Hence
\begin{equation}
C(s)=\Big[-x^{s}F(x)\Big]_0^\infty+s\int_0^\infty x^{s-1}F(x)\,dx
=s\int_0^\infty\frac{x^{s-1}}{e^{x}+1}\,dx .
\label{eq:parts}
\end{equation}
The boundary term vanishes at $x=0$ because $s>0$, and at infinity because $F$ decays exponentially.

\subsection{Expansion and its remainder}

Write $F=e^{-x}/(1+e^{-x})$ and sum the first $N$ terms of the geometric series:
\begin{equation}
F(x)=\sum_{n=1}^{N}(-1)^{n-1}e^{-nx}+(-1)^N\frac{e^{-(N+1)x}}{1+e^{-x}} .
\end{equation}
Each term integrates, with $u=nx$, to
\begin{equation}
\int_0^\infty x^{s-1}e^{-nx}dx=\frac{1}{n^{s}}\int_0^\infty u^{s-1}e^{-u}du=\frac{\Gamma(s)}{n^{s}} .
\end{equation}
The denominator of the remainder is at least 1, so the remainder contributes at most $\Gamma(s)/(N+1)^{s}$ in magnitude. This tends to zero as $N\to\infty$, which justifies integrating term by term even though the full series does not converge at the point $x=0$. Using $s\Gamma(s)=\Gamma(s+1)$,
\begin{equation}
C(s)=\Gamma(s+1)\,\eta(s),\qquad \eta(s)=\sum_{n=1}^{\infty}\frac{(-1)^{n-1}}{n^{s}} .
\label{eq:eta}
\end{equation}
The tempting solution kept only the term $n=1$.

\subsection{The zeta function}

For $s>1$ the series $\zeta(s)=\sum_{n\ge1} n^{-s}$ converges absolutely and may be rearranged. The alternating sum is the full sum with each even term subtracted twice:
\begin{equation}
\eta(s)=\zeta(s)-2\sum_{m=1}^{\infty}\frac{1}{(2m)^{s}}
=\zeta(s)-2\cdot2^{-s}\zeta(s)=\left(1-2^{1-s}\right)\zeta(s).
\end{equation}
The answer to (a) is therefore
\begin{equation}
\boxed{\;\sigma(T)=\sigma_0\left(\frac{k_BT}{E_0}\right)^{s}\Gamma(s+1)\left(1-2^{1-s}\right)\zeta(s),\qquad s>1.\;}
\label{eq:result}
\end{equation}

\subsection{Limits of the exponent}

The condition $s>1$ belongs to the series for $\zeta$, not to the physics: equation (\ref{eq:eta}) holds for all $s>0$. At $s=1$, equation (\ref{eq:parts}) gives
\begin{equation}
C(1)=\int_0^\infty\frac{e^{-x}}{1+e^{-x}}dx=\Big[-\ln(1+e^{-x})\Big]_0^\infty=\ln2 .
\end{equation}
The boxed form tends to the same value, since $1-2^{1-s}\approx(s-1)\ln2$ and $\zeta(s)\approx1/(s-1)$ as $s\to1$. For large $s$, $\eta(s)\to1$ and the Boltzmann coefficient is recovered, because the factor $x^{s}$ moves the current to energies where the occupation is small.

\section{Numbers and the Arrhenius plot}

For $s=1.5$,
\begin{equation}
C=1.32934\times0.29289\times2.61238=1.0171 .
\end{equation}
The thermal energies are 8.617~meV at 100~K and 25.85~meV at 300~K, so
\begin{align}
\sigma(100\ \mathrm{K})&=100\times0.02530\times1.0171=2.57\ \mathrm{S/cm},\\
\sigma(300\ \mathrm{K})&=100\times0.13144\times1.0171=13.4\ \mathrm{S/cm}.
\end{align}
The second value is 1337~S/m. Dividing $1/\sigma$ by the thickness gives sheet resistances of 38.9 and 7.5~k$\Omega$ per square. The conductivity ratio is $3^{1.5}=5.20$. The tempting solution is too large by a factor $1/\eta(1.5)=1.307$, an excess of 31\% of the correct value, at both temperatures.

For (c), put $\beta=1/k_BT$. Then $\ln\sigma=\text{const}-s\ln\beta$, and the local slope gives
\begin{equation}
E_a=-\frac{d\ln\sigma}{d\beta}=\frac{s}{\beta}=s\,k_BT .
\end{equation}
This is 12.9~meV at 100~K and 38.8~meV at 300~K, although no energy gap separates the Fermi level from the edge. If instead $\mu$ is held at a constant distance well below $E_c$, the Boltzmann form applies with an extra factor $e^{-\beta(E_c-\mu)}$, and the same differentiation gives $E_a=(E_c-\mu)+s\,k_BT$. Within this model, an activation energy that grows in proportion to $T$ and extrapolates to zero thus distinguishes pinning at the edge from a Fermi level held at a fixed distance well below it. It does not prove pinning: if $E_c-\mu$ were itself proportional to $T$, the ratio $w$ would be constant, $\sigma$ would still vary as $T^{s}$, and the slope would be the same.

The mean energy of the current, measured from $E_c$, follows by putting an extra factor $E-E_c=k_BTx$ into the integral, which turns $C(s)$ into $C(s+1)$:
\begin{equation}
\langle E-E_c\rangle=k_BT\,\frac{C(s+1)}{C(s)}=k_BT\,\frac{(s+1)\,\eta(s+1)}{\eta(s)} .
\end{equation}
It is 24~meV at 100~K and 73~meV at 300~K. The latter is not far below $E_0$, so the upper end of the power law begins to matter.

\section{What the model leaves out}

\subsection{Fixed density, end of the power law, thickness}

If the carrier density is fixed instead of $\mu$, the Fermi level moves. Let $N(E)$ be the number of states per volume below $E$, and $g=dN/dE$ the density of states for both spins. Integration by parts gives $n=\int N(E)(-\partial f/\partial E)dE$. Expand $N$ to second order about $\mu$. The linear term vanishes by symmetry, and the mean of $[(E-\mu)/k_BT]^2$ is $2C(2)=2\cdot2\cdot\frac12\cdot\frac{\pi^2}{6}=\pi^2/3$. Hence
\begin{equation}
n\approx N(\mu)+\frac{\pi^2}{6}(k_BT)^2g'(\mu).
\end{equation}
Suppose $\mu=E_c$ at $T=0$. Constant $n$ then requires $g\,(\mu-E_c)=-\pi^2(k_BT)^2g'/6$ to leading order. For a parabolic band whose bottom lies $\Delta$ below $E_c$, $g\propto\sqrt{E-E_c+\Delta}$ and $g'/g=1/(2\Delta)$ at the edge, so
\begin{equation}
\mu-E_c\approx-\frac{\pi^2(k_BT)^2}{12\Delta}.
\end{equation}
With $\Delta=0.1$~eV this is $-0.61$~meV at 100~K and $-5.5$~meV at 300~K; numerical solution at fixed density gives $-0.62$ and $-6.2$~meV. Relative to the pinned case, the conductivity falls by 5.5\% and 17.5\%. Because the loss grows with temperature, the local exponent $d\ln\sigma/d\ln T$ drops from 1.5 to 1.44 and 1.27. These figures belong to the idealized parabolic band; strong disorder smears the band bottom, so for a real film they are only estimates.

If $\sigma(E)$ saturates at $\sigma_0$ above $E_0$, the result falls by 6.7\% at 300~K and by less than 0.01\% at 100~K.

For the thickness a length is needed. The Drude formula $\sigma=ne^2l/(\hbar k_F)$ with $n=k_F^3/3\pi^2$ gives $\sigma=e^2k_F^2l/(3\pi^2\hbar)$. At $k_Fl=1$, the rough limit of ordinary metallic motion, this is $g_ce^2/(\hbar l)$ with $g_c=1/(3\pi^2)=0.034$. Near the edge, take $\xi(E)=g_ce^2/[\hbar\sigma(E)]$ as an order-of-magnitude length beyond which the material looks uniform. It is 0.82~nm at $E_0$ and grows to the film thickness at 4.1~meV above $E_c$. Below that energy the three-dimensional law cannot be trusted; above it, the law also needs the coherence length of the next subsection to stay below the thickness. In the model this range carries 1.5\% of the current at 100~K and 0.1\% at 300~K; these are shares of the current, not bounds on the error.

\subsection{Loss of phase coherence}

Localization relies on interference, which inelastic scattering destroys beyond a coherence length $L$. States just below $E_c$ whose localization length exceeds $L$ then conduct much like extended ones, and the conductivity at the edge is no longer zero but of order $g_ce^2/(\hbar L)$. Suppose the dephasing rate is $\alpha k_BT/\hbar$. Then $L^2=D\hbar/(\alpha k_BT)$, and the Einstein relation $\sigma=e^2gD$ gives $D=g_c/(\hbar gL)$. Eliminating $D$,
\begin{equation}
L^3=\frac{g_c}{\alpha\,g\,k_BT}.
\label{eq:L}
\end{equation}
A band mass of $0.3\,m_e$ gives $g=3.54\times10^{20}$~eV$^{-1}$cm$^{-3}$ at the edge. For strong dephasing, $\alpha=1$, equation (\ref{eq:L}) yields $L=2.2$~nm at 100~K and 1.5~nm at 300~K. The corresponding conductivities are about 37 and 53~S/cm, which exceed the coherent results by factors of about 14 and 4. These lengths are only 2.0 and 1.4 times $1/k_F=1.1$~nm at the edge, so the picture of diffusion is at the end of its range and the factors are rough. At fixed $\alpha$ this estimate varies as $1/L\propto T^{1/3}$, more slowly than $T^{1.5}$, so the discrepancy widens on cooling.

The law (\ref{eq:result}) needs $L$ well above $g_ce^2/[\hbar\sigma(T)]$, which is 32~nm at 100~K and 6.15~nm at 300~K. By equation (\ref{eq:L}), $\alpha$ must then be well below $3.4\times10^{-4}$ and $1.6\times10^{-2}$ respectively. Of the conditions estimated here, this is by far the most severe.

The thickness $d$ bounds $L$ from the other side. Once $L$ exceeds $d$, the film is two-dimensional for interference. The conductance per square of the extended states is then lowered by about $(2/\pi)(e^2/h)\ln(L/d)$, and without spin--orbit coupling a fully coherent film of independent electrons is localized at every energy. The sheet resistances of 38.9 and 7.5~k$\Omega$ correspond to only 0.66 and 3.5~$e^2/h$, so this loss is not small at 100~K. The law (\ref{eq:result}) therefore needs $L$ well above 32~nm and yet below 100~nm at 100~K, a window of a factor of 3, against a factor of 16 at 300~K. The window is narrower still because $L$ is longer at the energies that carry the current, where $D$ is larger than at the edge. For this film at 100~K there is hardly any range of $\alpha$ in which the law is accurate.

\subsection{Comparison with real films}

The parameters are rough values in the regime of heavily doped amorphous oxide semiconductors such as indium gallium zinc oxide. The band mass and the density, $2.4\times10^{19}$~cm$^{-3}$ at $T=0$, are of a usual size for such films. Placing the mobility edge 0.1~eV above the band bottom describes a strongly disordered film. Pinning $\mu$ at the edge raises the density by 9\% at 300~K. Dividing $\sigma(300\ \mathrm{K})$ by $e$ times the raised density gives a mobility of about 3.3~cm$^2$/Vs, while good films reach roughly 10~cm$^2$/Vs. If dephasing in a real film is as fast as $k_BT/\hbar$, phase coherence extends over only about 1.5~nm at room temperature, and by the order-of-magnitude estimate above this could raise the conductivity several times. The interaction between electrons, which is not estimated here, can also change the conductivity near the edge. The values 2.57 and 13.4~S/cm are therefore those of the bulk three-dimensional law for coherent, independent electrons, not predictions for a particular film.

\section*{Numbers as computed}
\begin{verbatim}
exponent s = 1.5
sigma0 = 100 S/cm at E0 = 0.1 eV
film thickness = 100 nm
band bottom below Ec = 0.1 eV, mass = 0.3 m_e
Gamma(s+1) = 1.32934
1-2^(1-s) = 0.29289
zeta(s) = 2.61238
eta(s) = 0.76515
coefficient C(s) = 1.01714
C(1) by quadrature = 0.69315
Boltzmann/Fermi coefficient ratio = 1.3069
carrier density at T=0 = 2.360e+19 cm^-3
density of states at Ec = 3.540e+20 /(eV cm^3)
g_c = 0.03377
length xi at E-Ec=E0 = 0.822 nm
xi equals thickness at E-Ec = 4.073 meV
--- T = 100 K ---
kT = 8.6173 meV, (kT/E0)^s = 0.02530
sigma, closed form = 2.5730 S/cm
sigma, quadrature = 2.5730 S/cm = 257.3 S/m
sheet resistance = 38.87 kOhm per square
apparent activation energy = 12.93 meV
mean carrier energy above Ec = 24.42 meV
mu-Ec at fixed density = -0.618 meV
mu-Ec, low-T formula = -0.611 meV
sigma change from drift of mu = -5.5 %
exponent at fixed density = 1.441
sigma change, saturation = -0.00 %
share with xi > thickness = 1.46 %
length g_c e^2/(hbar sigma) = 31.95 nm
coherence length at rate kT/hbar = 2.23 nm
sigma at rate kT/hbar = 36.9 S/cm
ratio to coherent law = 14.3
dephasing limit = 3.39e-04 of kT/hbar
--- T = 300 K ---
kT = 25.8520 meV, (kT/E0)^s = 0.13144
sigma, closed form = 13.3697 S/cm
sigma, quadrature = 13.3697 S/cm = 1337.0 S/m
sheet resistance = 7.48 kOhm per square
apparent activation energy = 38.78 meV
mean carrier energy above Ec = 73.25 meV
mu-Ec at fixed density = -6.173 meV
mu-Ec, low-T formula = -5.497 meV
sigma change from drift of mu = -17.5 %
exponent at fixed density = 1.269
sigma change, saturation = -6.70 %
share with xi > thickness = 0.10 %
length g_c e^2/(hbar sigma) = 6.15 nm
coherence length at rate kT/hbar = 1.55 nm
sigma at rate kT/hbar = 53.2 S/cm
ratio to coherent law = 4.0
dephasing limit = 1.59e-02 of kT/hbar
sigma(300 K)/sigma(100 K) = 5.1962
\end{verbatim}
